Decay of Lateral Potential Corrugation above a Periodic Interface-Dipole Lattice

## I. From the dipole lattice to the decay length

A calculation of the channel in a high-k gate stack has to decide how to represent the dipoles at the boundary between the high-k film and the oxide interlayer. The cheap choice is a uniform potential step in a one-dimensional Poisson equation. The expensive choice resolves the individual dipoles on a three-dimensional mesh. For a periodic arrangement the decision depends on how large the lateral variation of the potential still is at the channel. That is governed mainly by the ratio of the interlayer thickness to the length over which the variation dies out. This length follows from the shortest reciprocal-lattice vector of the dipole arrangement.

### Model and conventions

The dipole layer lies around the plane z = 0. The high-k film, with dielectric constant ε₁, fills z < 0. The oxide, with constant ε₂, fills z > 0. The z axis points toward the channel, so "above" means on the channel side, however the wafer is held. Both media are taken as half-spaces for now; the semiconductor enters in the second half. Their response is local, linear and isotropic.

Lateral position is r = (x, y). The dipoles sit at the lattice points R = n₁a₁ + n₂a₂, with integer n₁ and n₂, and the cell area is A. Each dipole consists of a charge +q at z = +d, in the oxide, and a charge −q at z = −d, in the high-k film. Gaussian units are used, so a charge q in a uniform medium ε has the potential q/(εr). Reciprocal-lattice vectors G satisfy G·R = 2π × integer for every R, and G also denotes the length of such a vector.

### Why each lateral harmonic decays exponentially

The potential φ(r, z) has the period of the lattice in r, so it has a Fourier series:

φ(r, z) = Σ_G u_G(z) exp(iG·r). (1)

For z > d there is no charge, and Laplace's equation holds. The lateral part of the Laplacian multiplies each term by −G². The different exponentials are independent, so each coefficient obeys its own equation:

d²u_G/dz² = G² u_G. (2)

For G ≠ 0 the solutions are exp(−Gz) and exp(+Gz). The second grows without limit. With no charge above z = d to produce it, its coefficient is zero, and

u_G(z) = φ_G exp(−Gz), z > d, G ≠ 0. (3)

For G = 0, equation (2) has the solution "constant plus linear". The linear part is a uniform field, which is absent here. The constant is the mean potential, and it does not decay.

The physical reason for (3) is that curvature in the plane must be balanced by curvature along z. A pattern that varies rapidly in the plane has to fall off rapidly above it. What remains is to find φ_G, since a decay law says little about size, and a harmonic with zero amplitude cannot set the decay length.

### One dipole at a dielectric boundary

Let ρ be the lateral distance from a dipole, and define the distances to its two charges by

r₊ = √[ρ² + (z − d)²], r₋ = √[ρ² + (z + d)²]. (4)

Consider first the charge +q alone. In the oxide, try its own potential plus that of an image q′ at z = −d. In the high-k film, try a charge q″ at z = +d:

oxide: (q/r₊ + q′/r₋)/ε₂; high-k: q″/(ε₁r₊). (5)

At z = 0 the two distances are equal. Continuity of the potential gives

(q + q′)/ε₂ = q″/ε₁. (6)

At z = 0 the derivative of 1/r₊ along z is +d/r₊³, and that of 1/r₋ is −d/r₋³. Continuity of ε ∂φ/∂z, which holds because no free charge lies in the boundary plane itself, gives

q − q′ = q″. (7)

Inserting (7) in (6) and multiplying by ε₁ε₂ gives ε₁(q + q′) = ε₂(q − q′), hence

q′ = q(ε₂ − ε₁)/(ε₁ + ε₂), q″ = 2ε₁q/(ε₁ + ε₂). (8)

Now consider the charge −q in the high-k film. Its potential in the oxide follows from the second result in (8) with the two media exchanged: an effective charge −2ε₂q/(ε₁ + ε₂) at z = −d, divided by ε₂. In the oxide, the total coefficient of 1/r₋ is therefore

(q/ε₂)[(ε₂ − ε₁) − 2ε₂]/(ε₁ + ε₂) = −q/ε₂. (9)

The potential of one complete dipole, on the oxide side, is

v(ρ, z) = (q/ε₂)(1/r₊ − 1/r₋), z > 0. (10)

This is the potential of the bare dipole in uniform oxide; the constant ε₁ has dropped out. The same argument with the sides exchanged gives (q/ε₁)(1/r₊ − 1/r₋) for z < 0. Both expressions vanish at z = 0, so the boundary plane is an equipotential, and each side sees only its own dielectric. This simplification rests on the equal offsets of the two charges.

### The lateral transform

The transform of 1/√(ρ² + h²) over the plane is needed, for a vertical distance h. Since ∇²(1/r) = −4πδ(ρ)δ(h), where δ(ρ) is the two-dimensional delta function, the transform w(h) at lateral wave number k > 0 satisfies

d²w/dh² − k²w = −4πδ(h). (11)

Away from h = 0 the bounded solution is w = C exp(−k|h|). Integrating (11) across h = 0 gives the jump of the slope, −2kC = −4π. Therefore

w(h) = (2π/k) exp(−k|h|). (12)

For z > d the vertical distances in (10) are z − d and z + d. The transform of v is then

ṽ(k, z) = (2πq/(ε₂k)) [exp(kd) − exp(−kd)] exp(−kz)
 = (4πqd/ε₂) F(kd) exp(−kz), F(x) = sinh(x)/x. (13)

The factor F tends to 1 for kd ≪ 1, where each pair acts as a point dipole of moment 2qd. It exceeds 1 for a finite pair, because the series sinh(x)/x = 1 + x²/6 + … contains only positive terms.

### The lattice sum

The total potential is φ = Σ_R v(r − R). It converges, since v falls as 1/ρ³ at large ρ. A Fourier coefficient is the cell average of φ exp(−iG·r). Because exp(−iG·R) = 1, the integrals over one cell of the contributions from all R join into one integral over the whole plane:

u_G(z) = (1/A) ∫ v(ρ, z) exp(−iG·ρ) d²ρ = ṽ(G, z)/A. (14)

With (13) this gives the amplitude in (3):

φ_G = (4πqd/(Aε₂)) F(Gd). (15)

All harmonics have positive amplitude, so for identical dipoles on a simple lattice none is missing.

The mean potential is the limit G → 0 of (15). On the oxide side it is +4πqd/(Aε₂). On the high-k side the two charges exchange the roles of near and far, and the mean is −4πqd/(Aε₁). The mean potential step across the layer is

Δ = (4πqd/A)(1/ε₁ + 1/ε₂). (16)

Elimination of qd/A between (15) and (16) ties the corrugation to the step:

φ_G = Δ [ε₁/(ε₁ + ε₂)] F(Gd). (17)

In the boundary plane z = 0 the corrugation vanishes, but (3) applies above the charges. Just above them, a harmonic with Gd ≪ 1 has an amplitude close to Δε₁/(ε₁ + ε₂), which is more than half the step when ε₁ > ε₂. Distance, not a small initial amplitude, makes the corrugation weak at the channel.

### The decay of the whole corrugation

Let σ(z) be the root-mean-square (rms) lateral deviation from the mean. The cell average of exp[i(G − G′)·r] is 1 for G = G′ and 0 otherwise, so the cross terms drop out:

σ²(z) = Σ_{G≠0} φ_G² exp(−2Gz). (18)

At large G, φ_G grows as exp(Gd)/G, so the sum converges for z > d. Let G₁ be the length of the shortest nonzero reciprocal-lattice vector. For z > z₀ > d, each term at z equals the term at z₀ times exp[−2G(z − z₀)], which is at most exp[−2G₁(z − z₀)]. It follows that

σ(z) ≤ σ(z₀) exp[−G₁(z − z₀)]. (19)

This is an upper bound at every height above the charges. The local decay rate is found by differentiating (18):

K(z) = −d ln σ/dz = Σ_{G≠0} G φ_G² exp(−2Gz) / Σ_{G≠0} φ_G² exp(−2Gz). (20)

K is a weighted mean of the lengths G, so K ≥ G₁. Write ⟨…⟩ for this weighted mean. Differentiating the quotient once more gives

dK/dz = −2(⟨G²⟩ − ⟨G⟩²) ≤ 0. (21)

The rate therefore falls with height. Relative to the leading terms, a longer vector G is suppressed by exp[−(G − G₁)z], so K tends to G₁. If g vectors share the length G₁,

σ(z) → √g φ_{G₁} exp(−G₁z), decay length ℓ = 1/G₁. (22)

Close to the layer the corrugation falls faster than this law, because short-wave parts are still being lost.

### The decay length in terms of the direct lattice

Choose a₁ and a₂ such that a₁ × a₂ = A ẑ, where ẑ is the unit vector along z. The vectors

b₁ = (2π/A) a₂ × ẑ, b₂ = (2π/A) ẑ × a₁ (23)

satisfy b₁·a₁ = b₂·a₂ = 2π and b₁·a₂ = b₂·a₁ = 0, so they generate the reciprocal lattice. A general member is

m₁b₁ + m₂b₂ = (2π/A) ẑ × (m₂a₁ − m₁a₂). (24)

The bracket is itself a direct-lattice vector, and it runs through all of them. The reciprocal lattice is thus the direct lattice turned by 90 degrees and scaled by 2π/A. With s the length of the shortest nonzero direct-lattice vector,

G₁ = 2πs/A, ℓ = A/(2πs). (25)

Lattice points spaced by s form rows, and the distance between neighbouring rows is A/s. The decay length is this row spacing divided by 2π. For a square lattice of constant a, A = a² and s = a. For a hexagonal one, A = √3a²/2 and s = a. Hence

square: ℓ = a/(2π); hexagonal: ℓ = √3a/(4π). (26)

Dipoles crowded along widely separated rows give a long decay length, even though their nearest-neighbour distance is small.

### A test by direct summation

Equation (10) can be summed over lattice points without any Fourier series. This was done with q = e, d = 0.05 nm and ε₂ = 4, at heights of 2.8 and 3.0 nm. A Gaussian window exp[−ρ²/(2W²)] with W = 60 nm ended the sum. The difference in potential between a lattice site and the point (a₁ + a₂)/2 gave a decay rate, to be compared with G₁:

square, a = 1 nm: rate 6.2824 nm⁻¹, G₁ = 6.2832 nm⁻¹
hexagonal, a = 1 nm: rate 7.2543 nm⁻¹, G₁ = 7.2552 nm⁻¹
oblique: rate 4.4943 nm⁻¹, G₁ = 4.4880 nm⁻¹

The oblique lattice has a₁ = (1, 0) nm and a₂ = (0.3, 1.4) nm. The test required agreement within 1 percent of G₁.

Two of the rates lie slightly below G₁, which seems to conflict with K ≥ G₁. The cause is the window. It averages exp(−kz) over a spread 1/W in each component of the wave vector. To leading order this multiplies the exponential by 1 + (z² − z/k)/(2W²), which lowers the rate by (z − 1/(2k))/W², about 0.0008 nm⁻¹ at z = 2.9 nm. In the oblique case the next contributing vector has length 6.426 nm⁻¹. Its relative weight exp(−1.938 × 2.9) ≈ 0.0036, times the difference 1.938 nm⁻¹, raises the rate by 0.007 nm⁻¹. Less the window shift, this accounts for the excess of 0.006 nm⁻¹.

## II. Size at the channel and the limits of periodicity

The symbols and results taken from the first half are these. Charges ±q at z = ±d form dipoles on a lattice of cell area A, between a high-k film (ε₁, z < 0) and an oxide (ε₂, z > 0). One dipole has the oxide-side potential v of (10), with lateral transform ṽ of (13). The lattice produces harmonics φ_G exp(−Gz), with φ_G from (15) and F(x) = sinh(x)/x. The mean step is Δ, from (16). The rms corrugation σ(z) decays with length ℓ = 1/G₁ = A/(2πs), where G₁ is the shortest reciprocal-lattice vector and s the shortest direct-lattice vector.

### The square lattice at leading order

Four vectors share the length G₁ = 2π/a. Their sum is

δφ = 2φ_{G₁} exp(−G₁z) [cos(G₁x) + cos(G₁y)]. (27)

The bracket runs from +2 at a lattice site to −2 at the cell centre, and the rms value follows from (22) with g = 4:

peak-to-valley = 8φ_{G₁} exp(−G₁z), σ = 2φ_{G₁} exp(−G₁z). (28)

The components of the lateral field are 2G₁φ_{G₁} exp(−G₁z) times sin(G₁x) and sin(G₁y). Both sines reach 1 at (a/4, a/4), so the largest lateral field is

E = 2√2 G₁φ_{G₁} exp(−G₁z). (29)

### A worked case

Take round parameters: a = 1 nm, q = e, d = 0.05 nm, ε₁ = 20, ε₂ = 4, and an oxide thickness t = 0.8 nm. The dipole density is 1.0 × 10¹⁴ cm⁻². In Gaussian form e² = 1.440 eV nm, so a charge e at 1 nm in vacuum gives 1.440 V. The common prefactor is

4πed/(Aε₂) = 4π × 1.440 × 0.05/(1 × 4) V = 0.226 V. (30)

The step is Δ = 0.226 V × (1 + 4/20) = 0.271 V. The decay length is ℓ = 1 nm/(2π) = 0.159 nm, so the oxide is about five decay lengths thick. One harmonic at z = t is

0.2262 V × 1.0165 × 0.00656 = 1.51 mV, (31)

where the second factor is F(G₁d) and the third is exp(−G₁t). By (28), the peak-to-valley corrugation is 12.1 mV and the rms value 3.0 mV. The thermal voltage at 300 K is 25.9 mV. By (29), the largest lateral field at leading order is 27 mV/nm, or 0.27 MV/cm. The higher harmonics raise the maximum by about 3 percent and move it slightly toward the lattice site.

Direct summation of (10) gives these peak-to-valley values beside the leading-shell formula:

z = 0.4 nm: 165.0 mV, leading shell 149.0 mV
z = 0.8 nm: 12.12 mV, leading shell 12.07 mV
z = 1.2 nm: 0.978 mV, leading shell 0.978 mV

Between a site and the cell centre, the vectors (2π/a)(n, m) with n + m odd contribute. The next such shell has length √5G₁ and eight members. At 0.4 nm it adds 2 exp[−(√5 − 1)G₁z] ≈ 0.09 of the leading shell, before a small correction from F. This shell makes up most of the discrepancy. The leading term serves well at the channel, but not at half the oxide thickness.

The bound (19) can be seen at work as well. The directly summed rms corrugation is 78.6 mV at 0.3 nm. Multiplication by exp(−G₁ × 0.5 nm) gives an upper bound of 3.40 mV at 0.8 nm; the directly summed value there is 3.04 mV.

### When the dipoles are not identical

The vector that counts is the shortest one belonging to the true period of the sources and having a nonzero source harmonic. Suppose the moments on the square lattice alternate as 1 + η and 1 − η, like the colours of a chessboard. The alternating sign is exp(iQ·R) with Q = (π/a, π/a). The sum Σ_R exp(iQ·R) v(r − R), multiplied by exp(−iQ·r), has the lattice period, because it depends on r − R alone. The argument that led to (14) then gives

Σ_R exp(iQ·R) v(r − R) = (1/A) Σ_G ṽ(|G + Q|, z) exp[i(G + Q)·r]. (32)

The shortest wave vectors here are (±π/a, ±π/a), of length k = √2π/a. This is shorter than 2π/a by a factor √2, and the new decay length is a/(√2π) = 0.225 nm. Between neighbouring sites the four terms change sign together, so the leading difference is

8η (4πqd/(Aε₂)) F(kd) exp(−kz). (33)

With η = 0.05, direct summation gives 2.7 mV at z = 0.8 nm. A variation of 5 percent in the moments thus produces a pattern about a fifth as large as the 12 mV of the main one, and with height it gains on the latter. For η = 0 it vanishes, and the length returns to 0.159 nm.

### The semiconductor beyond the oxide

Let a semiconductor of constant ε₃ fill z > t. For a harmonic of wave number k, write S exp(−kz) for the potential of the dipoles as found without the semiconductor. The semiconductor adds a reflected part B exp(kz), and the high-k boundary reflects this again as C exp(−kz). In the high-k film the added potential is (B + C) exp(kz), which is continuous at z = 0. Continuity of the displacement there requires

ε₂(B − C) = ε₁(B + C), so C = −r₁B, r₁ = (ε₁ − ε₂)/(ε₁ + ε₂). (34)

The dipole part already satisfies the conditions at z = 0 by itself. Let D = S + C be the total coefficient of exp(−kz). In the semiconductor the potential falls as exp[−k(z − t)] from its value φ_t at z = t. The two conditions at z = t are

D exp(−kt) + B exp(kt) = φ_t, (35)

ε₂[−D exp(−kt) + B exp(kt)] = −ε₃φ_t. (36)

Inserting (35) in (36) and collecting the terms gives

B = r₃D exp(−2kt), r₃ = (ε₂ − ε₃)/(ε₂ + ε₃). (37)

Then D = S − r₁r₃D exp(−2kt), which is solved for D. With (35) the result is

φ_t = S exp(−kt) M(k), M(k) = (1 + r₃)/[1 + r₁r₃ exp(−2kt)]. (38)

The semiconductor changes the amplitude but not the exponential dependence on thickness, as long as exp(−2kt) is small. For ε₃ = 12, r₃ = −0.5 and M = 0.50, so the peak-to-valley value falls from 12.1 to 6.0 mV. At a wavelength of 1 nm the use of a bulk dielectric constant is doubtful. With ε₃ halved and all else fixed, the value is 9.7 mV.

Mobile carriers of density n screen the potential inside the semiconductor. For a nondegenerate gas and a small potential, the induced charge density is −e²nφ/(k_BT), and Poisson's equation becomes ∇²φ = κ²φ with

κ² = 4πe²n/(ε₃k_BT). (39)

The decay rate in the semiconductor becomes √(k² + κ²). In (36), and hence in r₃, ε₃ is replaced by ε₃√(1 + κ²/k²). For n = 10¹⁹ cm⁻³ and T = 300 K, κ = 0.76 nm⁻¹, much less than G₁ = 6.28 nm⁻¹, and the corrugation falls by 0.5 percent. Degeneracy weakens the response at given n, because the occupation f_E of a state changes with chemical potential as f_E(1 − f_E)/(k_BT), which is less than f_E/(k_BT). The screening of this harmonic is therefore negligible at this density. At n = 10²⁰ cm⁻³, which strong inversion can reach, (39) gives a reduction of 5 percent, and degeneracy makes the true figure in this model smaller.

Carriers are not confined to the oxide boundary. At a depth of 1 nm in the semiconductor, without carrier screening, the peak-to-valley value is 6.0 mV × exp(−6.28) = 11 μV.

These relations were tested against a numerical solution of Poisson's equation across the stack, with explicit charge sheets, a grounded gate behind 2 nm of high-k film, and a grounded plane after 3 nm of semiconductor. For k = G₁ and G₁/2, for ε₃ = 4, 6 and 12, and for ε₃ = 12 with the above screening, the largest relative deviation from (38) was 4 × 10⁻⁵. The gate is therefore unimportant for these harmonics. The uniform part of the same solution gave Δ = 0.2714 V, in agreement with (16).

### Missing dipoles

The exponential decay was derived for a periodic layer, and random vacancies change it. Let each site be empty with probability f, independently of the others. The average potential is 1 − f times that of the full lattice. The occupation of a site has variance f(1 − f), and variances of independent contributions add. Averaging over the lateral position turns the sum over sites into an integral:

σ_d² = [f(1 − f)/A] ∫ v² d²ρ. (40)

For z ≫ d, (10) becomes v = (2qd/ε₂) z/(ρ² + z²)^(3/2). With u = ρ² + z² the integral needed is

∫₀^∞ 2πρ z²/(ρ² + z²)³ dρ = πz² ∫_{z²}^∞ du/u³ = π/(2z²). (41)

The rms potential due to disorder is therefore

σ_d = (2qd/(ε₂z)) √[πf(1 − f)/(2A)]. (42)

It falls as 1/z. The lattice has a shortest nonzero wave vector, whereas random vacancies contain all wave vectors down to zero, and the long waves survive. In the worked case with f = 0.10,

σ_d = [2 × 1.440 × 0.05/(4 × 0.8)] × √(π × 0.09/2) V = 16.9 mV. (43)

Random sampling of 4000 arrangements on 31 × 31 sites gave 17.0 mV at 0.8 nm and 8.5 mV at 1.6 nm. The test required agreement with (42) within 6 percent at both heights.

Disorder of this degree exceeds the ordered rms value of 3.0 mV more than fivefold. The two are equal when (1 − f)σ = σ_d. Write σ_d = U√[f(1 − f)], where U = 16.92 mV/0.3 = 56.4 mV. Squaring the condition and dividing by 1 − f gives

f/(1 − f) = (σ/U)² = (3.02/56.4)², so f = 0.29 percent. (44)

About three missing dipoles in a thousand suffice. This comparison leaves out the semiconductor on both sides. When M(k) is included for every wave number in the disorder, with ε₃ = 12 and no gate or carriers, 16.9 mV becomes 9.3 mV.

That last number is an estimate and not a bound. In the long-wave limit without a gate, the semiconductor receives the fraction ε₁/(ε₁ + ε₃) of the step. A grounded gate would put the whole step there if the semiconductor did not screen, so the gate can raise the long-wave part. Carriers act the other way. The weight k exp(−2kt) in the disorder spectrum peaks at k = 1/(2t) = 0.63 nm⁻¹, close to κ, so screening is not negligible for disorder as it was for the lattice harmonic.

### Comparison with a gate stack

The parameters are in the rough regime of a hafnium-oxide film on a thin silicon-oxide interlayer over silicon, for which dielectric constants near 20, 4 and 12, an interlayer somewhat below 1 nm and steps of a few tenths of a volt are reasonable round values. The perfect square lattice is an assumption that a real stack breaks: its silicon oxide is amorphous and does not hold the dipoles on a common lattice. For the worked numbers, 10 percent of random vacancies move the rms potential from 3 to 17 mV before semiconductor polarization. The mean field between the charge sheets is also far from ordinary, 45 MV/cm on the oxide side, above the breakdown field of silicon oxide, which is roughly 10 MV/cm. It extends over 0.05 nm and drops 0.23 V, so it represents the inside of a bond-sized dipole, not a field across the film. A linear dielectric constant at that scale is an effective description, and (17) shows that, for charges at equal distances on either side of the boundary and small Gd, the corrugation depends on q and d mainly through the step Δ. It also depends on where the pair sits: at fixed step, a pair of the same length centred 0.15 nm inside the oxide gives a leading harmonic about 1.7 times as large, and one centred 0.15 nm inside the high-k film about 0.4 times as large.

For an ordered square layer with a = 1 nm and an interlayer of uniform thickness, each further 0.37 nm of oxide (ℓ ln 10) lowers the leading corrugation tenfold. An interlayer thinner by 0.1 nm has a corrugation larger by the factor exp(0.63) ≈ 1.9. In such a layer a uniform step is a good representation once its neglected corrugation, from (28) and (38), is small beside the energy scale of interest divided by e. For a layer with random vacancies this criterion is not enough. The disorder potential then falls only as 1/z in the two-medium model, and the decision between a uniform step and a resolved potential must also take account of (42), with the semiconductor and the gate included. Other kinds of disorder, such as dipoles displaced from their lattice sites, need an estimate of their own, because (42) covers only independent vacancies. The numerical output follows below.

Calculated quantities

```
lattice constant 1.00 nm, charge offset D 0.050 nm
dielectric constants: high-k 20, oxide 4, semi 12
oxide thickness 0.80 nm, high-k thickness 2.00 nm
e^2 in Gaussian form: 1.43996 eV nm
dipole density 1.00e+14 per cm2
mean potential step 0.2714 V (numerical 0.2714 V)
lattice: Gmin (1/nm), length (nm), measured rate (1/nm)
  square: 6.2832, 0.1592, 6.2824
  hexagonal: 7.2552, 0.1378, 7.2543
  oblique: 4.4880, 0.2228, 4.4943
height (nm): peak-to-valley by lattice sum, by leading shell (mV)
  0.4: 165.0392, 148.9982
  0.8: 12.1223, 12.0692
  1.2: 0.9780, 0.9776
rms by lattice sum at 0.3 nm 78.597 mV
rms by lattice sum at 0.8 nm 3.043 mV
rms bound at 0.8 nm from 0.3 nm 3.396 mV
prefactor 4 pi e D/(A eps_o) 0.2262 V
finite-length factor sinh(GD)/(GD) 1.0165
decay factor exp(-G t) 0.00656
one harmonic at channel plane 1.5087 mV
leading-shell rms at channel plane 3.0173 mV
largest lateral field: formula 0.2681 MV/cm
largest lateral field: lattice sum 0.2668 MV/cm
thermal voltage at 300 K 25.85 mV
Neglected effects, at the channel plane:
semiconductor factor 0.5000
peak-to-valley with semiconductor 6.035 mV
same, semiconductor constant halved 9.655 mV
carrier density 1.0e+19 per cm3
Debye wave number 0.7637 1/nm
change by carrier screening -0.549 percent
peak-to-valley 1.0 nm inside semiconductor 11.269 uV
largest stack-solver deviation 3.9e-05 (relative)
field between charge sheets, oxide side 45.2 MV/cm
alternating moments +-5 percent: length 0.2251 nm
their sublattice difference 2.6788 mV
missing dipoles 10 percent: rms formula 16.919 mV
same by random sampling 16.954 mV
same at twice the height, sampled 8.510 mV
same with semiconductor, no gate 9.338 mV
missing fraction where disorder equals order 0.285 percent
```
